# Racah jK pairs for an outer electron on a p⁵ core

## What symmetry allows

An outer electron with orbital momentum \(l\ge 2\) moves around a \(p^5\) core. The core has \(L=1\), \(S=1/2\), and levels \(j=3/2\) and \(j=1/2\). Hartree atomic units are used. The repulsion between a core electron \(i\) and the outer electron \(e\) is

\[
\frac1{r_{ie}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_q(-1)^qC_{kq}(i)\,C_{k,-q}(e),
\]

where \(C_{kq}\) are spherical harmonics normalized so that \(C_{20}=(3\cos^2\theta-1)/2\). In the direct term, both orbitals of the core electron are \(p\). Parity requires even \(k\), and the triangle rule requires \(k\le2\). The \(k=0\) term shifts all levels equally and is dropped. The \(k=2\) term contains one energy,

\[
F_2=\iint P_p^2(r)\,P_l^2(r')\,\frac{r_<^2}{r_>^3}\,dr\,dr' ,
\]

where \(P=rR\) is a reduced radial function. This is the full Slater integral, with no denominator absorbed. Every first-order shift from this term is therefore \(F_2\) times a pure number.

Suppose that the core splitting is large, so that \(j=3/2\) is fixed. By the Wigner–Eckart theorem the core quadrupole is proportional to the symmetric traceless tensor built from \(\mathbf j\), and that of the outer electron to the one built from \(\mathbf l\). Their contraction needs two sums. With \(X=\mathbf j\cdot\mathbf l\),

\[
\sum_{ab}j_aj_bl_al_b=X^2,
\]
\[
\sum_{ab}j_aj_bl_bl_a=X^2-i\sum_{abc}\epsilon_{abc}j_aj_bl_c=X^2+X .
\]

The second line uses \(l_bl_a=l_al_b-i\sum_c\epsilon_{abc}l_c\) and \(\mathbf j\times\mathbf j=i\mathbf j\). Averaging the two orderings and removing the traces gives

\[
E=A\left[X^2+\tfrac12X-\tfrac13j(j+1)l(l+1)\right]. \tag{1}
\]

The energy depends on \(\mathbf K=\mathbf j+\mathbf l\) and not on the outer spin \(\mathbf s\). Each \(K\) level is thus a pair, \(J=K\pm\tfrac12\). The quadrupole interaction places the pairs; it does not split them. The constant \(A\) and the coupling to \(j=1/2\) remain to be found.

## Simple case: a core without spin

For one \(p\) electron, \(\langle\cos^2\theta\rangle\) is \(3/5\) for \(m=0\) and \(1/5\) for \(m=\pm1\). Hence \(\langle C_{20}\rangle=2/5\) and \(-1/5\), respectively. The sum over a filled \(p\) shell is \(2(2/5-1/5-1/5)=0\). A core with \(M_L=1\) lacks an electron with \(m=-1\), so its quadrupole is \(0-(-1/5)=+1/5\). With \(M_L=0\) it is \(-2/5\). These signs are opposite to those of a single \(p\) electron with the same projection.

For the outer electron, let \(d_m=\langle lm|C_{20}|lm\rangle\), which is proportional to \(3m^2-l(l+1)\). The factor follows from \(m=l\), where the density varies as \((1-x^2)^l\), with \(x=\cos\theta\). Integration by parts gives

\[
\int_{-1}^1x^2(1-x^2)^l\,dx=\frac1{2(l+1)}\int_{-1}^1(1-x^2)^{l+1}\,dx .
\]

Division by \(\int(1-x^2)^l\,dx\) turns this into \(\langle x^2\rangle=(1-\langle x^2\rangle)/[2(l+1)]\), so \(\langle x^2\rangle=1/(2l+3)\). Therefore

\[
d_l=\frac12\left(\frac3{2l+3}-1\right)=-\frac{l}{2l+3}.
\]

Since \(3l^2-l(l+1)=l(2l-1)\) and \(3(l-1)^2-l(l+1)=(2l-1)(l-3)\), the next value is

\[
d_{l-1}=-\frac{l-3}{2l+3}.
\]

Now couple \(L=1\) and \(l\) to \(\Lambda=l+1,\,l,\,l-1\), with energies \(\epsilon_\Lambda\). The state with projection \(l+1\) is one product state, so

\[
\epsilon_{l+1}=F_2\,\frac15\,d_l=-\frac{F_2\,l}{5(2l+3)} .
\]

Projection \(l\) has two product states, \((M_L,m)=(1,l-1)\) and \((0,l)\). The trace of the interaction over them equals the sum of the two energies they contain:

\[
\epsilon_{l+1}+\epsilon_l
=F_2\left[\frac15d_{l-1}-\frac25d_l\right]
=F_2\frac{-(l-3)+2l}{5(2l+3)}
=F_2\frac{l+3}{5(2l+3)} .
\]

Subtracting \(\epsilon_{l+1}\) leaves \(\epsilon_l=F_2(2l+3)/[5(2l+3)]=F_2/5\). A quadrupole has zero trace over all core orientations, so \(\sum_\Lambda(2\Lambda+1)\epsilon_\Lambda=0\). This gives

\[
(2l-1)\epsilon_{l-1}=-\frac{2l+1}5F_2+\frac l5F_2,
\qquad
\epsilon_{l-1}=-\frac{F_2(l+1)}{5(2l-1)} .
\]

**Limit of large \(l\).** The three energies tend to \(-F_2/10,\ F_2/5,\ -F_2/10\). A classical orbit gives the same values. The electron moves in the plane perpendicular to \(\mathbf l\), where its quadrupole factor is \((3\cdot0-1)/2=-1/2\), while the core has projection \(M_L=\Lambda-l\) on \(\mathbf l\). The products are \((1/5)(-1/2)=-1/10\) and \((-2/5)(-1/2)=1/5\). A core with more charge along the axis repels the electron in the equatorial plane less.

## Adding the core spin

Let \(\zeta_p\) be the core spin-orbit constant. The spin-orbit energy of a filled shell is zero, so the core has minus the energy of the missing electron. Removing a \(p_{3/2}\) electron, whose energy is \(+\zeta_p/2\), leaves \(j=3/2\) at \(-\zeta_p/2\). Removing a \(p_{1/2}\) electron, at \(-\zeta_p\), leaves \(j=1/2\) at \(+\zeta_p\). The \(j=3/2\) level is lower, by \(\Delta=3\zeta_p/2\). It is taken as the zero of energy.

The spaces of given \(K\) can be described by \(\Lambda\) coupled to the core spin, or by \(j\) coupled to \(l\):

- \(K=l+\tfrac32\): \(\Lambda=l+1\), or \(j=3/2\).
- \(K=l+\tfrac12\): \(\Lambda=l+1,\,l\), or \(j=3/2,\,1/2\).
- \(K=l-\tfrac12\): \(\Lambda=l,\,l-1\), or \(j=3/2,\,1/2\).
- \(K=l-\tfrac32\): \(\Lambda=l-1\), or \(j=3/2\).

The outermost values of \(K\) take their energies directly from one \(\Lambda\). In the two-state spaces the trace does not depend on the basis. A rank-2 operator has no matrix element within \(j=1/2\), because \(1/2+1/2<2\). The whole trace therefore belongs to \(j=3/2\), and \(E_{l\pm1/2}=\epsilon_l+\epsilon_{l\pm1}\). For the lower sign,

\[
\frac15-\frac{l+1}{5(2l-1)}=\frac{l-2}{5(2l-1)} .
\]

The upper sign was evaluated above. The pair positions, to first order in \(F_2\), are

\[
\begin{aligned}
E_{l+3/2}&=-\frac{F_2\,l}{5(2l+3)}, &
E_{l+1/2}&=+\frac{F_2(l+3)}{5(2l+3)},\\
E_{l-1/2}&=+\frac{F_2(l-2)}{5(2l-1)}, &
E_{l-3/2}&=-\frac{F_2(l+1)}{5(2l-1)} .
\end{aligned} \tag{2}
\]

**Comparison with the symmetry form.** From \(X=[K(K+1)-l(l+1)-15/4]/2\), the four values, in descending order of \(K\), are \(3l/2,\ (l-3)/2,\ -(l+4)/2,\ -3(l+1)/2\). The bracket in (1) is then

\[
\frac{l(2l-1)}2,\quad -\frac{(2l-1)(l+3)}2,\quad -\frac{(2l+3)(l-2)}2,\quad \frac{(l+1)(2l+3)}2 .
\]

Multiplication by \(A=-2F_2/[5(2l-1)(2l+3)]\) reproduces all four energies in (2).

**Limit of large \(l\).** Now \(K-l\) is the projection of \(\mathbf j\) on \(\mathbf l\). The levels \(K=l\pm\tfrac32\) approach \(-F_2/10\), and \(K=l\pm\tfrac12\) approach \(+F_2/10\). At \(l=10\) the coefficients of \(F_2\) are \(-0.116\) and \(-0.087\) for \(K-l=-\tfrac32,+\tfrac32\), and \(+0.084\) and \(+0.113\) for \(-\tfrac12,+\tfrac12\). At \(l=100\) they are within 0.0016 of \(\pm0.1\). This grouping of different \(K\) values is distinct from the pair \(J=K\pm\tfrac12\).

## When the core splitting is finite

For \(K=l\pm\tfrac12\), let \(w_K\) be the coupling between \(j=3/2\) and \(j=1/2\). The quadrupole interaction alone has the matrix

\[
\begin{pmatrix}E_K&w_K\\w_K&0\end{pmatrix},
\]

whose eigenvalues must be \(\epsilon_l\) and \(\epsilon_{l\pm1}\). Equating determinants gives \(w_K^2=-\epsilon_l\epsilon_{l\pm1}\), or

\[
w_{l+1/2}^2=\frac{F_2^2\,l}{25(2l+3)},\qquad
w_{l-1/2}^2=\frac{F_2^2(l+1)}{25(2l-1)} .
\]

Replacing the lower-right zero by \(\Delta\) includes the core splitting:

\[
E_\pm=\frac{E_K+\Delta}2\pm\sqrt{\left(\frac{\Delta-E_K}2\right)^2+w_K^2}. \tag{3}
\]

For \(\Delta\to0\) this returns the spinless energies. For \(\Delta\gg F_2\) the upper level rises by about \(w_K^2/\Delta\), and the lower one falls by the same amount, because the trace is fixed. The \(j=1/2\) levels, unshifted in first order, are thus separated in second order, with \(K=l-\tfrac12\) above \(K=l+\tfrac12\), as long as only one outer orbital \(nl\) is kept. Coupling to other outer orbitals enters at the same order; the last section gives its size. The quadrupole interaction mixes little \(j=1/2\) into the \(j=3/2\) levels as long as \(|w_K|\) is small compared with \(\Delta-E_K\). Since \(|w_K|\le F_2/5\) for \(l\ge2\), the condition \(F_2\ll\Delta\) is sufficient for this. Even at \(F_2=\Delta\), (3) gives an admixture below 4%.

## Adding the outer spin

Inside one pair, \(j\) and \(K\) are fixed. An operator on a spin \(1/2\) is a combination of \(1\) and \(\mathbf s\), and a scalar can contain \(\mathbf s\) only through \(\mathbf K\cdot\mathbf s\). A scalar perturbation therefore acts in first order as \(a+b\,\mathbf K\cdot\mathbf s\). Since \(\mathbf K\cdot\mathbf s\) is \(K/2\) for \(J=K+\tfrac12\) and \(-(K+1)/2\) for \(J=K-\tfrac12\), the splitting is \(b(K+\tfrac12)\).

For the outer spin-orbit term \(\zeta_l\,\mathbf l\cdot\mathbf s\), the part of \(\mathbf l\) along \(\mathbf K\) counts. From \(\mathbf j=\mathbf K-\mathbf l\),

\[
b=\zeta_l\frac{\langle\mathbf l\cdot\mathbf K\rangle}{K(K+1)}
=\zeta_l\frac{K(K+1)+l(l+1)-15/4}{2K(K+1)} . \tag{4}
\]

Exchange also depends on the spin. Its multipoles connect \(p\) with \(l\), so parity and the triangle rule leave \(k=l\pm1\), with radial integrals \(G_k\) containing the overlap density \(P_pP_l\). Let \(a^\dagger\) and \(a\) create and remove electrons, let \(p,p'\) label core spin-orbitals, and let \(f,f'\) label outer ones. The exchange operator is

\[
-\sum_kG_k\sum_q(-1)^q\sum_{pp'ff'}\langle p|C_{kq}|f'\rangle\langle f|C_{k,-q}|p'\rangle\,a_p^\dagger a_{p'}a_f^\dagger a_{f'} .
\]

Insert \(a_p^\dagger a_{p'}=\delta_{pp'}-a_{p'}a_p^\dagger\). The \(\delta\) term is the exchange with a filled shell. It is spherically symmetric and independent of the direction of the spin, so it shifts all levels equally. In the other term, moving \(a_f^\dagger\) left past two operators costs no sign. With \(D_{kq}=\sum_{fp}\langle f|C_{kq}|p\rangle a_f^\dagger a_p\), it becomes

\[
+\sum_kG_k\sum_qD_{kq}D_{kq}^\dagger .
\]

Here \(D_{kq}^\dagger\) returns the outer electron to the core and fills the shell. This term acts only on states of the form \(D_{kq}|p^6\rangle\), which have total spin zero, orbital momentum \(k\), and hence \(J=k\). For positive \(G_k\) it raises levels with \(J=l\pm1\) and leaves those with \(J=l\) and \(J=l\pm2\) alone. Each of the four \(j=3/2\) pairs contains one member of each kind. This fixes the sign of the first-order exchange splitting: \(J=K+\tfrac12\) is raised for \(K=l-\tfrac32\) and \(l+\tfrac12\), and \(J=K-\tfrac12\) for the other two.

## A 4f electron with round core parameters

Take \(P_p\propto r^2e^{-2r}\), \(\zeta_p=0.01\) hartree, and a hydrogenic 4f electron in unit charge, \(P_l\propto r^4e^{-r/4}\). Then \(\Delta=15000\) microhartree. The moments are

\[
\langle r^2\rangle_p=\frac{6!}{4!\,4^2}=1.875,\qquad
\langle r^{-3}\rangle_{4f}=\frac1{4^3\cdot3\cdot3.5\cdot4}=3.720\times10^{-4}.
\]

If the outer electron stays outside the core, \(F_2\) is their product, 697.5 microhartree. Quadrature of the double integral gives 697.2. The product is slightly larger because it uses \(r_p^2/r_l^3\) even where \(r_l<r_p\). The same quadrature gives \(G_2=1.93\) and \(G_4=1.26\) microhartree. For a Coulomb field of unit charge, \(\zeta_l=(\alpha^2/2)\langle r^{-3}\rangle=0.0099\) microhartree, where \(\alpha\) is the fine-structure constant.

For \(l=3\), equation (2) gives, for example, \(E_{3/2}=-(4/25)(697.2)=-111.6\) microhartree. These values are compared with a numerical diagonalization of the 84-state matrix, formed from six five-electron core determinants and fourteen outer spin-orbitals. It contains the direct quadrupole, exchange and both spin-orbit terms. The last column is the mean over the pair, weighted by \(2J+1\).

| \(K\) | Formula (cm⁻¹) | Formula (microhartree) | Full model (microhartree) |
|---|---:|---:|---:|
| 3/2 | −24.5 | −111.6 | −111.9 |
| 9/2 | −10.2 | −46.5 | −47.1 |
| 5/2 | +6.1 | +27.9 | +26.3 |
| 7/2 | +20.4 | +93.0 | +91.8 |

All four means lie below the formula. From (3), coupling to \(j=1/2\) lowers \(K=5/2\) by 1.04 and \(K=7/2\) by 0.43 microhartree. The outer spin-orbit term has zero weighted mean in first order, so the remaining lowering, 0.4 to 0.7 microhartree, comes from exchange at this order.

The splittings \(E(J=K+\tfrac12)-E(J=K-\tfrac12)\), obtained with one spin-dependent term at a time, are, in microhartree:

| \(K\) | Exchange | \(\zeta_l\) |
|---|---:|---:|
| 3/2 | +0.554 | +0.032 |
| 9/2 | −0.207 | +0.033 |
| 5/2 | −0.378 | +0.029 |
| 7/2 | +0.042 | +0.030 |

The exchange signs follow the rule derived above. For \(K=9/2\), equation (4) gives \(b=\zeta_l(24.75+12-3.75)/49.5=0.667\,\zeta_l\), and a splitting of \(5b=0.033\) microhartree. Neighbouring pairs are at least 64 microhartree apart, while no pair is split by more than 0.6. Each \(j=3/2\) level has a weight of at least 0.9999 on its jK state.

The \(j=1/2\) levels are much closer together. Within the 4f configuration the quadrupole interaction separates \(K=5/2\) from \(K=7/2\) by only \(1.039-0.435=0.604\) microhartree, and exchange is of similar size. Yet the two \(J=3\) levels, at \(+0.318\) and \(-0.319\) microhartree relative to \(\Delta\), remain 99.99% pure in \(K\). The reason is that \(J=l=3\) receives only the common exchange shift, so exchange cannot mix them.

## How high must \(l\) be?

Repeating the calculation with the same core and hydrogenic orbitals of \(n=l+1\) shows where the pair structure sets in. The last two columns give the largest splitting due to each term, divided by the spread of the four energies in (2).

| Orbital | \(F_2\) (microhartree) | Exchange / spread | \(\zeta_l\) / spread |
|---|---:|---:|---:|
| 3d | 4505 | 0.18 | 0.00010 |
| 4f | 697 | 0.0027 | 0.00016 |
| 5g | 167 | 0.000021 | 0.00023 |
| 6h | 53 | 0.00000008 | 0.00030 |

For 3d the smallest jK weight among the \(j=3/2\) levels is 0.947, so the jK labels still apply. The energies no longer show four clear pairs, however: the two \(K=3/2\) levels lie 277 microhartree apart, while only 148 microhartree separate the lower one from the nearest \(K=7/2\) level. Exchange then collapses: near the core \(P_l\) varies as \(r^{l+1}\), and \(G_k\) needs the overlap \(P_pP_l\) twice. The \(\zeta_l\) term does not collapse relative to \(F_2\), because both scale as \(\langle r^{-3}\rangle\), with \(\zeta_l/F_2\approx\alpha^2/(2\langle r^2\rangle_p)\). At large \(l\), (4) gives \(b\to\zeta_l\), and the splitting approaches \(\zeta_l l\). It falls with \(l\) because \(\zeta_l\) does, but its ratio to \(F_2\) grows in proportion to \(l\). In this model the largest \(\zeta_l\) splitting exceeds the largest exchange splitting for 5g and 6h. These entries depend strongly on the size of the core. If the same \(P_p\) is stretched to \(\langle r^2\rangle_p=4.45\), about the size of the outer \(p\) shell of krypton, the exchange ratio is 0.017 for 4f, and for 5g it is 0.00032 against 0.00010 for \(\zeta_l\). The dropped \(k=0\) term also pulls the orbital inward. Solving for \(P_l\) in the field of a charge 6 screened by the five \(p\) electrons changes the 3d entries to 4671 and 0.23, and the 4f exchange ratio to 0.0028.

The model keeps one outer orbital, but the quadrupole also couples 4f to other orbitals, at the same order as \(w_K^2/\Delta\). Coupling to the other \(f\) and to the \(h\) orbitals, continuum included, lowers the four \(j=3/2\) pairs by a further 0.9 to 1.4 microhartree; \(p\) orbitals are not counted. This is small beside the gaps between pairs but as large as the corrections to (2) discussed above. It matters more for \(j=1/2\): these 4f levels lie 3750 microhartree above \(n=5\) and 2361 below \(n=6\) of the \(j=3/2\) series. The sum over all \(f\) orbitals changes the rises from 1.04 and 0.43 to 0.07 and 0.03 microhartree, and the \(h\) orbitals lower \(K=7/2\) by another 1.4. The \(j=1/2\) pattern found above therefore belongs to the single configuration and depends on where neighbouring Rydberg levels fall.

The model also leaves out polarization of the core and the magnetic interaction between the core moment and the outer electron. The core moment is proportional to \(\alpha\), and the magnetic field of the outer electron at the core to \(\alpha/r^3\). This interaction therefore also scales as \(\alpha^2\langle r^{-3}\rangle\), so the \(\zeta_l\) column shows the size of one magnetic term and does not predict the complete splitting for 5g or 6h.
